# Duality and the heat conductivity of two-dimensional two-phase mixtures

A flat sheet consists of two solids that meet along lines in its plane. The pattern is the same at every depth, the faces are insulated, and heat flows in the plane, so the problem is two-dimensional. The phases have constant isotropic conductivities $k_1,k_2>0$, and the local value $k(\mathbf r)$ is one or the other. Fourier's law holds in each phase, and contact at the interfaces is perfect. How well does the sheet conduct on scales much larger than the pattern?

## (a) Define the effective conductivity and establish its symmetry

**Question.** For a periodic pattern, define the effective tensor $K$. Show that it is symmetric and positive, and that the mean field fixes the local field.

**Solution.** Let $\mathbf e=-\nabla T$ and let $\mathbf q$ be the heat flux. Then

$$\mathbf q=k\,\mathbf e,\qquad \operatorname{curl}\mathbf e=0,\qquad \operatorname{div}\mathbf q=0 .$$

At an interface the temperature is continuous, hence so is the tangential component of $\mathbf e$. Energy conservation makes the normal component of $\mathbf q$ continuous. Write $\mathbf e=\mathbf E-\nabla u$, with $\mathbf E$ constant and $u$ periodic. With $\langle\cdot\rangle$ the average over a period cell, $\langle\mathbf e\rangle=\mathbf E$, and $K$ is defined by

$$\langle\mathbf q\rangle=K\mathbf E .$$

For any periodic continuous $v$ and any periodic divergence-free $\mathbf p$ with continuous normal component,

$$\langle\mathbf p\cdot\nabla v\rangle=\langle\operatorname{div}(v\mathbf p)\rangle=0, \tag{1}$$

because the boundary terms cancel between opposite sides of the cell and across interfaces. For two mean fields $\mathbf E_1,\mathbf E_2$, equation (1) gives

$$\mathbf E_1\cdot K\mathbf E_2=\langle\mathbf e_1\cdot\mathbf q_2\rangle=\langle k\,\mathbf e_1\cdot\mathbf e_2\rangle .$$

The right side is unchanged when 1 and 2 are exchanged, so $K$ is symmetric. With $\mathbf E_1=\mathbf E_2=\mathbf E\ne0$ it is positive. If two solutions had the same $\mathbf E$, their difference $\mathbf d$ would have zero mean and satisfy $\langle k|\mathbf d|^2\rangle=0$, so $\mathbf d=0$: the local field is unique.

A minimum principle also follows. Replace $\mathbf e$ by $\mathbf e-\nabla v$:

$$\langle k|\mathbf e-\nabla v|^2\rangle=\langle k|\mathbf e|^2\rangle-2\langle\mathbf q\cdot\nabla v\rangle+\langle k|\nabla v|^2\rangle\ \ge\ \mathbf E\cdot K\mathbf E .$$

The middle term vanishes by (1). Raising $k$ anywhere therefore cannot lower $\mathbf E\cdot K\mathbf E$.

For a random pattern we assume that its statistics do not depend on position and that it is ergodic, meaning that area averages over a large sample equal ensemble averages. The same relations then hold for statistically homogeneous fields of finite mean square, and $K$ is the same for almost every realization.

## (b) Turn one heat-flow problem into another

**Question.** Rotate the fields by a quarter turn. Which conduction problem do the rotated fields solve?

**Solution.** Let $R(v_x,v_y)=(-v_y,v_x)$. With $\operatorname{curl}\mathbf v=\partial_xv_y-\partial_yv_x$,

$$\operatorname{curl}(R\mathbf v)=\partial_xv_x+\partial_yv_y=\operatorname{div}\mathbf v,$$
$$\operatorname{div}(R\mathbf v)=-\partial_xv_y+\partial_yv_x=-\operatorname{curl}\mathbf v .$$

At an interface with unit normal $\mathbf n$ and tangent $\mathbf t=R\mathbf n$, we have $R\mathbf t=-\mathbf n$. Rotations preserve scalar products, so

$$\mathbf t\cdot R\mathbf v=\mathbf n\cdot\mathbf v,\qquad \mathbf n\cdot R\mathbf v=-\mathbf t\cdot\mathbf v .$$

A rotated flux thus has the properties of a temperature gradient, and a rotated gradient those of a flux. Define

$$\mathbf e'=R\mathbf q,\qquad \mathbf q'=k_1k_2\,R\mathbf e . \tag{2}$$

Then $\mathbf e'$ is curl-free with continuous tangential component, and $\mathbf q'$ is divergence-free with continuous normal component. Since $R\mathbf q=kR\mathbf e$,

$$\mathbf q'=\frac{k_1k_2}{k}\,\mathbf e' .$$

Where $k=k_1$ the new conductivity is $k_2$, and where $k=k_2$ it is $k_1$. The rotated fields solve the problem with the phases exchanged and the geometry unchanged. The factor $k_1k_2$ in (2) was chosen for this purpose; it also gives $\mathbf q'$ the correct unit relative to $\mathbf e'$.

The field $\mathbf e'$ must also have the form "constant plus gradient of a periodic function". The field $\mathbf e'-\langle\mathbf e'\rangle$ is curl-free, so it has a potential. The change of that potential across one period is the same on all parallel lines, and its average over those lines is proportional to the mean of the field, which is zero. The potential is therefore periodic.

## (c) Relate the two effective tensors

**Question.** Let $K'$ be the effective tensor after exchange. Express it through $K$.

**Solution.** Averaging (2) gives $\langle\mathbf e'\rangle=RK\mathbf E$ and $\langle\mathbf q'\rangle=k_1k_2R\mathbf E$. By the uniqueness shown in (a), these means are related by $K'$:

$$K'RK\mathbf E=k_1k_2R\mathbf E\quad\text{for every }\mathbf E .$$

Hence $K'=k_1k_2\,RK^{-1}R^{T}$, because $R^{-1}=R^T$. In components,

$$K=\begin{pmatrix}\alpha&\beta\\ \beta&\gamma\end{pmatrix},\qquad K^{-1}=\frac1{\det K}\begin{pmatrix}\gamma&-\beta\\-\beta&\alpha\end{pmatrix},\qquad R=\begin{pmatrix}0&-1\\1&0\end{pmatrix},$$

$$RK^{-1}=\frac1{\det K}\begin{pmatrix}\beta&-\alpha\\ \gamma&-\beta\end{pmatrix},\qquad RK^{-1}R^T=\frac1{\det K}\begin{pmatrix}\alpha&\beta\\ \beta&\gamma\end{pmatrix}.$$

Therefore

$$K'=\frac{k_1k_2}{\det K}\,K . \tag{3}$$

Exchange preserves the principal axes and the ratio of the principal values. No equality of area fractions was needed.

A skew periodic pattern with 6 of its 16 tiles in phase 1 tests this. For 120 and 30 W/(m K), the computed components $(xx,xy,yy)$ of $K$ are $(51.195,\,3.388,\,47.975)$ W/(m K). Their determinant is

$$51.195\times47.975-3.388^2\approx2444.6\ \mathrm{(W/(m\,K))^2},$$

so (3) multiplies each component by $3600/2444.6\approx1.473$ and predicts $(75.39,\,4.99,\,70.65)$ W/(m K). A separate solution with the phases exchanged gives $(75.42,\,4.99,\,70.68)$ W/(m K). The largest difference is $4.4\times10^{-4}$ of the largest component. It comes from the extrapolation to zero pixel width, which used the error order 1.18 of a checkerboard corner, derived in (e). This pattern has only single right-angle corners, whose order is 1.61, so the quoted diagonal components overshoot by 0.01 to 0.02 W/(m K). With order 1.61, $K$ becomes $(51.183,\,3.387,\,47.965)$ W/(m K) and the relative difference in the $xx$ component falls to about $10^{-5}$.

## (d) Make the phases interchangeable

**Question.** Suppose that exchange leaves the statistics of the pattern unchanged. What follows for $K$, and what else is needed to obtain a single effective conductivity?

**Solution.** Now $K'=K$, and (3) requires

$$\det K=k_1k_2 .$$

This fixes the product of the principal conductivities and leaves their ratio free. Equal parallel stripes show the freedom: a shift by one stripe exchanges the phases. Across the stripes the thermal resistances add; along them the heat flows add:

$$K_\perp=\frac{2k_1k_2}{k_1+k_2},\qquad K_\parallel=\frac{k_1+k_2}{2},\qquad K_\perp K_\parallel=k_1k_2 .$$

For 120 and 30 W/(m K) these are 48 and 75 W/(m K), with product 3600.

The missing condition is isotropy. It is sufficient that a quarter turn leaves the statistics unchanged. Then

$$K=RKR^T=\begin{pmatrix}\gamma&-\beta\\-\beta&\alpha\end{pmatrix},$$

which forces $\alpha=\gamma$ and $\beta=0$. With $K=k_{\rm eff}I$, the determinant condition becomes $k_{\rm eff}^2=k_1k_2$, and positivity selects

$$\boxed{k_{\rm eff}=\sqrt{k_1k_2}} \tag{4}$$

For nearly equal phases, $k_{1,2}=\bar k\pm\delta$, this gives

$$k_{\rm eff}=\sqrt{\bar k^2-\delta^2}\approx\bar k-\frac{\delta^2}{2\bar k}.$$

The loss relative to the mean is of second order in the contrast. In the opposite limit, $k_2\to0$ at fixed $k_1$, the effective value vanishes as $\sqrt{k_2}$. The derivation itself requires $k_2>0$, since it divides by $k$.

Isotropy and nearly equal areas do not replace interchangeability. In a square array of square inclusions covering 0.51 of the area, one phase is enclosed and the other connected. With the better conductor enclosed, the computed value is 56.9 W/(m K), below the geometric mean of 60. The slight excess of good conductor does not cause this: by the minimum principle in (a), shrinking the inclusions to one half could not raise the result. Exchanging the phases gives 63.3 W/(m K), and the product of the unrounded values is 3600.7, in line with (3); the excess over 3600 is the same extrapolation overshoot as in (c), and the converged product is 3600.0.

## (e) Check a checkerboard, including its corners

**Question.** A checkerboard meets both conditions: a shift by one tile exchanges the phases, and a quarter turn about a tile centre restores the pattern. How does a direct numerical solution approach (4)?

**Solution.** Divide the tiles into square pixels of width $h$ and balance the heat flow in each. Between the centres of neighbouring pixels $i,j$, the flux is the temperature difference divided by $h/(2k_i)+h/(2k_j)$.

This scheme underestimates the conductivity. Let $a,b$ be the fluxes, along one axis, through opposite faces of a pixel. The network assigns them the dissipation $h^2(a^2+b^2)/(2k)$, where dissipation means the integral of $|\mathbf q|^2/k$. Linear interpolation between the faces gives a divergence-free flux with dissipation $h^2(a^2+ab+b^2)/(3k)$, which is smaller by $h^2(a-b)^2/(6k)$. The true flux with the same mean dissipates no more than this trial flux, because their difference $\mathbf s$ has zero mean and zero divergence, so the cross term $\langle\mathbf e\cdot\mathbf s\rangle$ vanishes by (1). Less dissipation at given mean flux means a higher conductivity.

The approach is slow because the field is singular at corners. Take a corner where a sector of the better conductor, $k_1$, occupies $|\theta|<\pi/4$. For heat passing through the corner into the opposite $k_1$ sector, try

$$T_1=Ar^\lambda\cos\lambda\theta,\qquad T_2=Br^\lambda\sin\!\left[\lambda\left(\tfrac{\pi}{2}-\theta\right)\right],$$

where $T_2$ belongs to the adjacent $k_2$ sector and is odd about its bisector. At $\theta=\pi/4$, continuity of temperature and of normal flux gives

$$A\cos\frac{\lambda\pi}{4}=B\sin\frac{\lambda\pi}{4},\qquad k_1A\sin\frac{\lambda\pi}{4}=k_2B\cos\frac{\lambda\pi}{4}.$$

Dividing the second equation by the first,

$$\tan^2\frac{\lambda\pi}{4}=\frac{k_2}{k_1}.$$

For a ratio of 1/4 the tangent is 1/2 and $\lambda=0.590$. The gradient grows as $r^{\lambda-1}$, and the dissipation within one pixel width of the corner scales as

$$\int_0^h r^{2\lambda-2}\,r\,dr\propto h^{2\lambda}.$$

This estimates the order of the error as $2\lambda=1.181$. With 32, 64 and 128 pixels per tile width, the computed values are 59.673, 59.855 and 59.936 W/(m K). They rise from below, and their successive differences give an order of 1.176. Removing the leading error from the last two values yields

$$59.936+\frac{59.936-59.855}{2^{1.181}-1}\approx60.00\ \mathrm{W/(m\,K)},$$

in agreement with (4). A checkerboard of 90 and 10 W/(m K), with its own corner exponent, gives 29.99 against the predicted 30.

## (f) Ask what a finite random sample shows

**Question.** Fill a periodic square of $N\times N$ tiles at random, each tile being either phase with probability one half. What does duality say about a sample that is not large?

**Solution.** One sample need be neither isotropic nor balanced, but (3) still applies to it. Taking determinants of $2\times2$ matrices,

$$\det K'=\left(\frac{k_1k_2}{\det K}\right)^2\det K=\frac{(k_1k_2)^2}{\det K}.$$

With $X=\tfrac12\ln\det K$ this reads $X'=\ln(k_1k_2)-X$. A pattern and its exchanged partner are equally probable, so $X$ and $X'$ have the same ensemble mean, and

$$\overline X=\tfrac12\ln(k_1k_2)=\ln\sqrt{k_1k_2}$$

at every $N$. Duality fixes this logarithmic mean; the conductivity of an individual sample still scatters.

To leading order in the contrast, $X$ is the area average of $\ln k$. Each tile contributes a standard deviation $\tfrac12\ln(k_1/k_2)$, and $N^2$ independent tiles reduce it by $N$:

$$s_N\approx\frac{\ln(k_1/k_2)}{2N}.$$

For the ratio 4 this is $0.693/N$, or 11.6% at $N=6$ and 5.8% at $N=12$. The computed scatters are 11.4% (80 samples) and 6.5% (30 samples). A standard deviation estimated from 30 samples is itself uncertain by roughly 13%, so samples of this size cannot test the estimate closely. At the ratio 4 the leading-order formula is somewhat low: larger ensembles give about $0.74/N$. The computed $\exp\overline X$ is 60.5 and 59.3 W/(m K), with standard errors of 1.3% and 1.2%; both lie about one standard error or less from 60.

## (g) Apply the result to a coating

**Question.** A detached metal–ceramic coating has columns 20 µm wide running through its thickness. Take rough typical conductivities of 120 and 30 W/(m K). A strip 5 mm long, 5 mm wide and 0.1 mm thick has its cold end at 300 K and a drop of 10 K. Find the heat flow, assuming an isotropic, interchangeable pattern.

**Solution.** From (4), $k_{\rm eff}=\sqrt{120\times30}=60$ W/(m K). The heat flow is

$$60\times\frac{(5\times10^{-3})(10^{-4})}{5\times10^{-3}}\times10=0.060\ \mathrm{W}=60\ \mathrm{mW}.$$

The strip is 250 columns long. Scaling the 12-tile scatter as $1/N$ gives $6.47\%\times12/250\approx0.3\%$ for a random pattern, so the large-sample value is adequate here.

## (h) Find what breaks the result, and by how much

**Question.** What does an interface resistance do to the duality argument? Estimate its effect on the coating, together with those of the carriers' mean free path, radiation and temperature-dependent conductivity.

**Solution.** Let $\rho$ be the temperature jump at the interface divided by the heat flux through it (unit m² K/W), and let $\mathbf n$ point from side 1 to side 2. The temperature jumps by $T_2-T_1=-\rho\,\mathbf n\cdot\mathbf q$. Differentiating along the interface coordinate $s$,

$$\mathbf t\cdot(\mathbf e_2-\mathbf e_1)=\rho\,\partial_s(\mathbf n\cdot\mathbf q).$$

By the rules in (b), the rotated fields then satisfy

$$\mathbf n\cdot(\mathbf q'_2-\mathbf q'_1)=-\partial_s\!\left(k_1k_2\rho\;\mathbf t\cdot\mathbf e'\right).$$

This is energy conservation for an interface that carries heat along itself with sheet conductance $k_1k_2\rho$. Duality turns a resistive interface into a highly conducting one, so exchanging the phases no longer returns the original problem, and (4) loses its basis.

Take $\rho=10^{-8}$ m² K/W, a rough value. The length $\rho k_{\rm eff}=0.6$ µm is the thickness of material with the same resistance, and it must be small compared with the column width. For a checkerboard with 20 µm tiles the computed conductivity is 57.4 W/(m K), a change of −4.4% relative to 60. With 1 µm tiles and the same $\rho$ it is 34.9 W/(m K), or −42%.

If a mean free path $\Lambda$ reduces each phase by the rough factor $1/(1+\Lambda/w)$, where $w$ is the column width, then (4) acquires the same factor. For $\Lambda=50$ nm and $w=20$ µm the change is −0.25%.

For radiation, let $\vartheta$ be the excess temperature over surroundings at 300 K, and $d$ and $L$ the strip's thickness and length. Two black faces lose $g\vartheta$ per unit area of strip, with $g=8\sigma T^3=12.25$ W/(m² K) after linearization; $\sigma$ is the Stefan–Boltzmann constant. Energy balance gives

$$\vartheta''=m^2\vartheta,\qquad m^2=\frac{g}{k_{\rm eff}d}.$$

With $\vartheta=\vartheta_0$ at the hot end and zero at the cold end,

$$\vartheta=\vartheta_0\frac{\sinh m(L-x)}{\sinh mL},\qquad \frac{-\vartheta'(0)}{\vartheta_0/L}=mL\coth mL .$$

Here $mL=0.226$, so in this linearized estimate the heat entering at the hot end rises by 1.7% relative to pure conduction. This holds in vacuum. In still air, free convection with a rough coefficient of 11 W/(m² K) per face adds about 3%, more than radiation.

Finally, let the ceramic conductivity fall as $1/T$ while that of the metal stays fixed. The temperature changes by only $10/250=0.04$ K per column, so (4) can be applied locally:

$$k_{\rm eff}(T)=60\sqrt{300\ \mathrm K/T}\ \ \mathrm{W/(m\,K)}.$$

Its average over 300–310 K is 0.8% below 60. At 600 K it is $60/\sqrt2=42.4$ W/(m K), so the temperature of use matters more than the drop along the strip.

Real coatings can depart further from the model. Sprayed ones tend to consist of flattened lamellae with pores, not through-going columns. Continuous layers parallel to the heat flow would give 75 W/(m K) at equal fractions, 25% above (4), and pores add a third phase outside the two-phase argument. An attached substrate carries heat in parallel: one 1 mm thick with conductivity 60 W/(m K) would carry ten times as much as this 0.1 mm coating. For a detached film in vacuum with a checkerboard of 20 µm columns and the interface resistance assumed above, the corrections for interface resistance, mean free path, radiation and the temperature drop along the strip are each below 5% near 300 K, with interface resistance the largest. That term depends on the pattern and on the rough value of $\rho$: it reaches −8% for the checkerboard if $\rho$ is doubled, and is about −1.6% for randomly filled tiles at the assumed $\rho$. The computed values are collected in the numerical output below.

## Computed results

```
phase conductivities k1, k2: 120, 30 W/(m K)
geometric mean: 60.00 W/(m K)
arithmetic, harmonic mean: 75.00, 48.00 W/(m K)
checkerboard, 32 pixels per tile: 59.673 W/(m K)
checkerboard, 64 pixels per tile: 59.855 W/(m K)
checkerboard, 128 pixels per tile: 59.936 W/(m K)
corner exponent lambda: 0.5903
error order, predicted and seen: 1.181, 1.176
checkerboard, extrapolated: 60.000 W/(m K)
checkerboard of 90 and 10, extrapolated: 29.989 W/(m K)
laminate across, along: 48.00, 75.00 W/(m K)
laminate det K: 3600.0 (W/(m K))^2
skew K xx, xy, yy: 51.195, 3.388, 47.975 W/(m K)
skew K, phases exchanged xx, xy, yy: 75.422, 4.992, 70.682 W/(m K)
skew K, exchanged, from duality xx, xy, yy: 75.392, 4.990, 70.649 W/(m K)
largest relative mismatch: 4.4e-04
inclusion area fraction: 0.5102
k1 inclusions in k2: 56.87 W/(m K)
k2 inclusions in k1: 63.32 W/(m K)
product of these two: 3600.7 (W/(m K))^2
random 6x6 tiles, 80 samples, exp mean (1/2)ln det K: 60.48 W/(m K)
  relative standard error, sample scatter: 1.28, 11.43 %
random 12x12 tiles, 30 samples, exp mean (1/2)ln det K: 59.27 W/(m K)
  relative standard error, sample scatter: 1.18, 6.47 %
strip length, width, thickness: 5.0, 5.0, 0.1 mm
cold end, temperature drop: 300, 10 K
heat flow: 60.00 mW
interface resistance (rough): 1e-08 m^2 K/W
equivalent length R*k_eff: 0.60 um
with resistance, 20 um tiles: 57.37 W/(m K), change -4.4 %
with resistance, 1 um tiles: 34.90 W/(m K), change -41.8 %
mean free path (rough): 50 nm, change -0.25 %
two-face radiation coefficient: 12.25 W/(m^2 K)
fin number mL: 0.2259
extra heat at hot end by radiation: 1.70 %
tiles along strip: 250, estimated scatter 0.31 %
change over the drop if k2 ~ 1/T: -0.82 %
k_eff at 600 K if k2 ~ 1/T: 42.43 W/(m K)
```
